# Helium's Hartree-Fock polarizability: why the orbital sum fails: test program

```python
"""Static dipole polarizability of helium (Hartree atomic units).

Result under test: with phi = u(r)/(r sqrt(4 pi)) the doubly occupied
Hartree-Fock orbital and phi1 = p(r) cos(theta)/(r sqrt(4 pi)) its response
to a unit field, M phi1 = -z phi and alpha = -(4/3) int r u p dr, where
  M = h0 + J - eps            uncoupled, no self-interaction ("free")
  M = h0 + J - eps + 2 K      coupled Hartree-Fock           ("coupled")
  M = h0 + 2 J - K - eps      uncoupled, Fock virtuals       ("fock")
J: Coulomb potential of one electron in phi; K: its exchange operator.
Claim: alpha(fock) < alpha(coupled) < alpha(free), coupled near 1.322,
while the correlated non-relativistic value is near 1.383.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import eigh
from pyscf import gto, scf


def chebyshev(n, box):
    """Nodes on [0, box] and the matrix of the first derivative."""
    j = np.arange(n + 1)
    x = -np.cos(np.pi * j / n)
    c = (-1.0) ** j
    c[0] *= 2
    c[-1] *= 2
    d = np.outer(c, 1 / c) / (x[:, None] - x + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    return box * (1 + x) / 2, d * 2 / box


def radial_helium(n, box):
    nodes, d = chebyshev(n, box)
    r = nodes[1:-1]
    d2_full = d @ d
    d2 = d2_full[1:-1, 1:-1]
    weight = np.linalg.inv(d[1:, 1:])[-1][:-1]

    def polarizability(u, p):
        return -4 / 3 * weight @ (r * u * p)

    # Hartree-Fock ground state by self-consistent iteration
    u = r * np.exp(-1.7 * r)
    u /= np.sqrt(weight @ u**2)
    for _ in range(40):
        coulomb = (r / box + np.linalg.solve(d2, -u**2 / r)) / r
        values, vectors = np.linalg.eig(
            -d2 / 2 + np.diag(-2 / r + coulomb))
        k = np.argmin(values.real)
        eps, u_new = values[k].real, vectors[:, k].real
        u_new = u_new / np.sqrt(weight @ u_new**2)
        u_new *= np.sign(weight @ u_new)
        change = np.max(np.abs(u_new - u))
        u = u_new
    assert change < 1e-7
    coulomb = (r / box + np.linalg.solve(d2, -u**2 / r)) / r
    energy = 2 * eps - weight @ (coulomb * u**2)

    # Exchange operator on p functions, from the dipole Poisson equation
    poisson = d2_full[1:, 1:] - np.diag(2 / nodes[1:]**2)
    poisson[-1] = d[-1, 1:]
    poisson[-1, -1] += 1 / box
    green = np.linalg.inv(poisson)[:-1, :-1]
    exchange = -(u / r)[:, None] * green * (u / r)[None, :]

    kinetic = -d2 / 2 + np.diag(1 / r**2)
    m_free = kinetic + np.diag(-2 / r + coulomb - eps)
    m_fock = m_free + np.diag(coulomb) - exchange
    operators = {"free": m_free, "coupled": m_free + 2 * exchange,
                 "fock": m_fock}
    p = {name: np.linalg.solve(m, -r * u) for name, m in operators.items()}
    alpha = {name: polarizability(u, p[name]) for name in p}
    shield = {name: -4 / 3 * weight @ (u * p[name] / r**2) for name in p}

    # Screening added step by step to the uncoupled response
    iterates, q = [], p["free"]
    for _ in range(25):
        iterates.append(polarizability(u, q))
        q = np.linalg.solve(m_free, -r * u - 2 * exchange @ q)

    # Two independent electrons in the field of charge 2
    u_h = 2 * 2**1.5 * r * np.exp(-2 * r)
    p_h = np.linalg.solve(kinetic + np.diag(-2 / r + 2), -r * u_h)
    return dict(
        nodes=nodes, u=u, p=p, eps=eps, energy=energy, alpha=alpha,
        shield=shield, iterates=iterates,
        z2=weight @ (r**2 * u**2) / 3,
        level_free=np.linalg.eigvals(m_free).real.min() + eps,
        level_fock=np.linalg.eigvals(m_fock).real.min() + eps,
        hydrogenic=polarizability(u_h, p_h))


def correlated_helium(order, repulsion=1.0, a=1.8):
    """Energy and polarizability with polynomials in r1, r2, r12.

    Gauss-Laguerre quadrature in perimetric coordinates is exact here.
    Constant factors of the volume element cancel in both results.
    """
    t, wt = np.polynomial.laguerre.laggauss(12)
    x, y, z = [g.ravel() for g in
               np.meshgrid(t / a, t / a, t / (2 * a), indexing="ij")]
    w = np.einsum("i,j,k->ijk", wt, wt, wt).ravel()
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    root = np.sqrt(w * r1 * r2 * r12)
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    zero = np.zeros_like(r1)
    v1 = np.array([r1, zero, zero])
    v2 = np.array([r2 * cosine, r2 * np.sqrt(1 - cosine**2), zero])
    e1, e2, e12 = v1 / r1, v2 / r2, (v1 - v2) / r12
    potential = -2 / r1 - 2 / r2 + repulsion / r12

    def monomial(i, j, k):
        f = r1**i * r2**j * r12**k
        g12 = k / r12 * f * e12
        return f, np.array([(i / r1 - a) * f * e1 + g12,
                            (j / r2 - a) * f * e2 - g12])

    s_val, s_grad, p_val, p_grad = [], [], [], []
    for i in range(order + 1):
        for j in range(order + 1 - i):
            for k in range(order + 1 - i - j):
                f, gf = monomial(i, j, k)
                h, gh = monomial(j, i, k)
                if i >= j:
                    s_val.append((f + h) * root)
                    s_grad.append((gf + gh) * root)
                grad = v1[:, None, None] * gf + v2[:, None, None] * gh
                for c in range(3):
                    grad[c, 0, c] += f
                    grad[c, 1, c] += h
                p_val.append((v1 * f + v2 * h) * root)
                p_grad.append(grad * root)

    def matrices(val, grad):
        val, grad = np.array(val), np.array(grad)
        size = len(val)
        flat, flat_v = val.reshape(size, -1), (val * potential).reshape(size, -1)
        g = grad.reshape(size, -1)
        overlap = flat @ flat.T
        ham = g @ g.T / 2 + flat_v @ flat.T
        norm = 1 / np.sqrt(np.diag(overlap))
        s, vec = np.linalg.eigh(overlap * np.outer(norm, norm))
        keep = s > 1e-11
        basis = norm[:, None] * vec[:, keep] / np.sqrt(s[keep])
        ham = basis.T @ ham @ basis
        return (ham + ham.T) / 2, basis, val

    ham_s, basis_s, val_s = matrices(s_val, s_grad)
    e, c = np.linalg.eigh(ham_s)
    ground = (basis_s @ c[:, 0]) @ val_s
    ham_p, basis_p, val_p = matrices(p_val, p_grad)
    source = basis_p.T @ np.einsum("acg,cg,g->a", val_p, v1 + v2, ground)
    response = np.linalg.solve(ham_p - e[0] * np.eye(len(ham_p)), source)
    return e[0], 2 / 3 * source @ response


# Radial solution, and the same in a smaller box
he = radial_helium(90, 30.0)
small = radial_helium(76, 24.0)
alpha = he["alpha"]
for name in alpha:
    assert abs(alpha[name] - small["alpha"][name]) < 1e-5
assert abs(he["hydrogenic"] - 9 / 2**4) < 1e-6
assert abs(alpha["coupled"] - 1.322) < 6e-4
assert alpha["fock"] < alpha["coupled"] < alpha["free"]
assert abs(he["iterates"][-1] - alpha["coupled"]) < 1e-6
assert abs(he["shield"]["coupled"] - 1) < 1e-4
assert abs(he["shield"]["free"] - 1) > 1e-2
assert abs(he["shield"]["fock"] - 1) > 1e-2
# A bound level ignores the box; a continuum level sinks as the box grows
assert he["level_free"] < 0
assert abs(he["level_free"] - small["level_free"]) < 1e-4
assert 0 < he["level_fock"] < small["level_fock"]

# Gaussian-basis checks: finite field and explicit sums over states
shells = [[0, [0.06 * 2.1**k, 1.0]] for k in range(16)]
shells += [[1, [0.05 * 2.1**k, 1.0]] for k in range(11)]
mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
h_core = scf.hf.get_hcore(mol)
z_matrix = mol.intor("int1e_r")[2]
overlap = mol.intor("int1e_ovlp")


def hartree_fock(field, guess=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.get_hcore = lambda *args: h_core + field * z_matrix
    mf.kernel(dm0=guess)
    return mf


def sum_over_states(levels, orbitals):
    dipole = orbitals[:, 0] @ z_matrix @ orbitals[:, 1:]
    return 4 * np.sum(dipole**2 / (levels[1:] - levels[0]))


mf0 = hartree_fock(0.0)
density = mf0.make_rdm1()
field = 0.002
mf1 = hartree_fock(field, density)
alpha_field = 2 * (mf0.e_tot - mf1.e_tot) / field**2
j_one, k_one = mf0.get_jk(mol, density / 2)
sum_free = sum_over_states(*eigh(h_core + j_one, overlap))
sum_fock = sum_over_states(mf0.mo_energy, mf0.mo_coeff)
assert abs(mf0.e_tot - he["energy"]) < 5e-5
assert abs(alpha_field - alpha["coupled"]) < 5e-4
assert abs(sum_free - alpha["free"]) < 5e-4
assert abs(sum_fock - alpha["fock"]) < 5e-4

# Operator bounds 0 <= K <= J/3 on p functions
pz = [k for k, label in enumerate(mol.ao_labels()) if "pz" in label]
ratio = eigh(k_one[np.ix_(pz, pz)], j_one[np.ix_(pz, pz)],
             eigvals_only=True)
assert ratio[0] > -1e-8 and ratio[-1] < 1 / 3

# Correlated reference
e_bare, alpha_bare = correlated_helium(6, repulsion=0.0)
assert abs(e_bare + 4) < 1e-5 and abs(alpha_bare - 9 / 16) < 1e-4
e_5, alpha_5 = correlated_helium(5)
e_6, alpha_6 = correlated_helium(6)
assert e_6 < e_5 < he["energy"]
assert abs(e_6 - e_5) < 1e-4 and abs(alpha_6 - alpha_5) < 1e-3
assert abs(alpha_6 - 1.383) < 6e-4

names = {"fock": "uncoupled, with self-interaction",
         "coupled": "coupled Hartree-Fock",
         "free": "uncoupled, no self-interaction"}
print("All values in Hartree atomic units unless a unit is given")
print(f"orbital energy eps               {he['eps']:.6f} hartree")
print(f"Hartree-Fock total energy        {he['energy']:.6f} hartree")
print(f"<z^2> per electron               {he['z2']:.5f} bohr^2")
print("radial functions: r, u, p coupled, p no-SI, p with-SI")
curves = [he["u"]] + [he["p"][k] for k in ("coupled", "free", "fock")]
curves = [BarycentricInterpolator(he["nodes"], np.r_[0, f, 0])
          for f in curves]
for radius in (0.5, 1.0, 2.0, 3.0, 4.0):
    print(f"  {radius:.1f} " + " ".join(f"{float(f(radius)):9.5f}"
                                        for f in curves))
print("polarizability (bohr^3), error against correlated value (percent)")
for key, text in names.items():
    error = 100 * (alpha[key] / alpha_6 - 1)
    print(f"  {text:33s} {alpha[key]:.4f} {error:+.1f}")
print("mean excitation energy 4<z^2>/alpha (hartree)")
for key, text in names.items():
    print(f"  {text:33s} {4 * he['z2'] / alpha[key]:.4f}")
print("induced field at nucleus / applied field, opposing (no unit)")
for key, text in names.items():
    print(f"  {text:33s} {he['shield'][key]:.4f}")
print(f"lowest p level of h0+J           {he['level_free']:.5f} hartree")
print(f"lowest p level of Fock, box 24   {small['level_fock']:.5f} hartree")
print(f"lowest p level of Fock, box 30   {he['level_fock']:.5f} hartree")
print("screening iterates (bohr^3)      "
      + " ".join(f"{value:.4f}" for value in he["iterates"][:5]))
print(f"largest K/J ratio on p functions {ratio[-1]:.4f}")
print(f"finite field used                {field:.3f} a.u.")
print(f"finite-field Hartree-Fock alpha  {alpha_field:.4f} bohr^3")
print(f"sum over states, no SI           {sum_free:.4f} bohr^3")
print(f"sum over states, with SI         {sum_fock:.4f} bohr^3")
print(f"bare Z=2 limit, radial solver    {he['hydrogenic']:.4f} bohr^3")
print(f"bare Z=2 limit, correlated code  {alpha_bare:.4f} bohr^3")
print(f"correlated energy, degree 5, 6   {e_5:.6f} {e_6:.6f} hartree")
print(f"correlated alpha, degree 5, 6    {alpha_5:.4f} {alpha_6:.4f} bohr^3")
angstrom3 = (constants.physical_constants["Bohr radius"][0] * 1e10)**3
print(f"coupled alpha converted          {alpha['coupled'] * angstrom3:.4f}"
      " angstrom^3")
print(f"correlated alpha converted       {alpha_6 * angstrom3:.4f}"
      " angstrom^3")
print("done: every assertion held")
```

Printed output:

```
All values in Hartree atomic units unless a unit is given
orbital energy eps               -0.917956 hartree
Hartree-Fock total energy        -2.861680 hartree
<z^2> per electron               0.39494 bohr^2
radial functions: r, u, p coupled, p no-SI, p with-SI
  0.5   0.92412  -0.18686  -0.23716  -0.16014
  1.0   0.78929  -0.46137  -0.55214  -0.36916
  2.0   0.33316  -0.65191  -0.71866  -0.48087
  3.0   0.11471  -0.47328  -0.50122  -0.33864
  4.0   0.03638  -0.25696  -0.26666  -0.18193
polarizability (bohr^3), error against correlated value (percent)
  uncoupled, with self-interaction  0.9972 -27.9
  coupled Hartree-Fock              1.3222 -4.4
  uncoupled, no self-interaction    1.4871 +7.5
mean excitation energy 4<z^2>/alpha (hartree)
  uncoupled, with self-interaction  1.5841
  coupled Hartree-Fock              1.1948
  uncoupled, no self-interaction    1.0623
induced field at nucleus / applied field, opposing (no unit)
  uncoupled, with self-interaction  0.8333
  coupled Hartree-Fock              1.0000
  uncoupled, no self-interaction    1.2364
lowest p level of h0+J           -0.12743 hartree
lowest p level of Fock, box 24   0.01750 hartree
lowest p level of Fock, box 30   0.01121 hartree
screening iterates (bohr^3)      1.4871 1.2943 1.3272 1.3214 1.3224
largest K/J ratio on p functions 0.2020
finite field used                0.002 a.u.
finite-field Hartree-Fock alpha  1.3222 bohr^3
sum over states, no SI           1.4871 bohr^3
sum over states, with SI         0.9972 bohr^3
bare Z=2 limit, radial solver    0.5625 bohr^3
bare Z=2 limit, correlated code  0.5625 bohr^3
correlated energy, degree 5, 6   -2.903716 -2.903721 hartree
correlated alpha, degree 5, 6    1.3831 1.3832 bohr^3
coupled alpha converted          0.1959 angstrom^3
correlated alpha converted       0.2050 angstrom^3
done: every assertion held
```
